# The Two-Particle Aharonov-Bohm Effect in a Chiral Edge Interferometer

## 1. Definitions and conventions

Four point contacts $C,D,A,B$ are joined by chiral edge channels, along which electrons move in one direction. Contacts 1 and 2 feed $C$; contacts 3 and 4 feed $D$. Each of $C$ and $D$ sends one arm to $A$ and one to $B$. The outputs of $A$ go to detectors 5 and 6, those of $B$ to detectors 7 and 8. This is the Samuelsson-Sukhorukov-Büttiker geometry. Throughout, $j\in\{5,6\}$ and $k\in\{7,8\}$.

Atomic units are used in the algebra: $e=\hbar=1$, $h=2\pi$, electron charge $-1$. Energy $E$ is measured from the chemical potential of the grounded contacts. Sources 2 and 3 are raised by the energy $V>0$, and all other contacts are grounded. With temperature $T$,

$$f_0=\frac1{e^{E/kT}+1},\qquad f=\frac1{e^{(E-V)/kT}+1}.$$

Currents are particle currents, positive into a contact. The zero-frequency noise is twice the integrated symmetrized covariance,

$$S_{\alpha\beta}=\int dt\,\langle \Delta I_\alpha(t)\Delta I_\beta(0)+\Delta I_\beta(0)\Delta I_\alpha(t)\rangle .$$

I use the scaled quantities $\mathcal I=2\pi I$ and $\mathcal S=\pi S$, which are $hI/e$ and $hS/(2e^2)$ in ordinary units. Both are energies.

**Assumptions.** There is one spin-polarized channel, without interactions or loss of phase coherence. The point contacts are pointlike, unitary and independent of energy. The arms have a linear spectrum with velocity $v$. A small change of magnetic field alters only the phases on the arms. Electrons emitted by detectors run into contacts 1 to 4 without meeting a point contact, and different contacts emit independently.

Let $c_A,c_B$ be the amplitudes at $C$ from source 2 towards $A$ and $B$, and $d_A,d_B$ those at $D$ from source 3. Let $a_{jC},a_{jD}$ be the amplitudes at $A$ from the arms $CA,DA$ into $j$, and $b_{kC},b_{kD}$ the corresponding ones at $B$. With $\varphi_{XY}$ the phase gained from $X$ to $Y$,

$$s_{j2}=a_{jC}e^{i\varphi_{CA}}c_A,\quad s_{j3}=a_{jD}e^{i\varphi_{DA}}d_A,$$
$$s_{k2}=b_{kC}e^{i\varphi_{CB}}c_B,\quad s_{k3}=b_{kD}e^{i\varphi_{DB}}d_B. \tag{1}$$

Define $T_\alpha=|s_{\alpha2}|^2+|s_{\alpha3}|^2$, $P_2=|s_{j2}s_{k2}|^2$, $P_3=|s_{j3}s_{k3}|^2$, and

$$Z_{jk}=a_{jC}a_{jD}^*\,b_{kD}b_{kC}^*\,c_Ac_B^*\,d_A^*d_B. \tag{2}$$

Let $\Phi$ be the flux through the loop $C\to A\to D\to B\to C$, $\Phi_0=h/e$, $\Lambda=L_{CA}-L_{DA}+L_{DB}-L_{CB}$ the path imbalance, and $t=\Lambda/v$.

## 2. Theorem

Under these assumptions:

1. Every mean current is independent of $\Phi$; in particular $\mathcal I_\alpha=T_\alpha V$ at each detector.
2. Among all noise elements $\mathcal S_{\alpha\beta}$ of the eight contacts, $\Phi$ can enter only those with one detector behind $A$ and the other behind $B$. For these,

$$\mathcal S_{jk}=-F(0)(P_2+P_3)-2\,\mathrm{Re}\!\left[Z_{jk}e^{-2\pi i\Phi/\Phi_0}F(t)\right], \tag{3}$$

where $F(t)=\int(f-f_0)^2e^{iEt}dE$.

3. The flux term is the interference between the direct and exchanged amplitudes of two electrons, one entering at $C$ and one at $D$. At zero temperature these are one electron from each source; at finite temperature pairs involving the grounded contacts 1 and 4 contribute as well.

A cross-correlation is therefore necessary for flux dependence but not sufficient: $\mathcal S_{56}$ and $\mathcal S_{78}$ carry no flux.

## 3. Lemma 1: the loop phase

*The product $s_{j2}s_{k2}^*s_{j3}^*s_{k3}$ equals $Z_{jk}e^{i\chi}$ with $\chi=-2\pi\Phi/\Phi_0+Et$, up to a constant absorbed in the origin of $\Phi$.*

**Proof.** Inserting (1) gives the amplitudes in (2) times $e^{i\chi}$, where

$$\chi=\varphi_{CA}-\varphi_{CB}-\varphi_{DA}+\varphi_{DB}.$$

An arm contributes the dynamical phase $(k_0+E/v)L_{XY}$ and, for charge $-1$, the magnetic phase $-\int_X^Y\mathbf A\cdot d\mathbf l$. A minus sign in $\chi$ reverses the direction of an arm. The magnetic parts thus join into $-\oint\mathbf A\cdot d\mathbf l=-\Phi$ along $C\to A\to D\to B\to C$. Since $\Phi_0=2\pi$ in these units, this is $-2\pi\Phi/\Phi_0$. The dynamical parts give $k_0\Lambda+E\Lambda/v$, whose first term is constant. $\square$

The phase of a single arm changes under a gauge transformation; $\chi$ does not. No electron traverses the whole loop: each path from a source to a detector uses one arm.

Unitarity also fixes relative signs. The rows of the matrix at $A$ are orthogonal, and so are its columns. The latter gives $a_{5C}a_{5D}^*=-a_{6C}a_{6D}^*$, and similarly at $B$. Hence

$$Z_{57}=-Z_{58}=-Z_{67}=Z_{68}. \tag{4}$$

From the definitions, $|Z_{jk}|^2=P_2P_3$. It is also the product of $\tau(1-\tau)$ over the four point contacts of transmission $\tau$, so one fully open or closed contact removes the effect.

## 4. Lemma 2: currents and noise from the amplitudes

*For distinct detectors $\alpha,\beta$,*

$$\mathcal S_{\alpha\beta}=-\int dE\,(f-f_0)^2\,|s_{\alpha2}^*s_{\beta2}+s_{\alpha3}^*s_{\beta3}|^2. \tag{5}$$

**Proof.** Let $a_\gamma(E)$ annihilate an electron leaving contact $\gamma$, and $b_\alpha(E)$ one entering contact $\alpha$. At a detector, $b_\alpha=\sum_{\gamma=1}^4s_{\alpha\gamma}a_\gamma$. The current operator is

$$I_\alpha(\theta)=\frac1{2\pi}\iint dE\,dE'\,e^{i(E-E')\theta}\left[b_\alpha^\dagger(E)b_\alpha(E')-a_\alpha^\dagger(E)a_\alpha(E')\right],$$

with $\theta$ the time. Independent thermal emission means $\langle a_\gamma^\dagger(E)a_\delta(E')\rangle=\delta_{\gamma\delta}\delta(E-E')f_\gamma(E)$.

For the mean current into a detector, row normalization $\sum_\gamma|s_{\alpha\gamma}|^2=1$ gives

$$\mathcal I_\alpha=\int dE\Big(\sum_\gamma|s_{\alpha\gamma}|^2f_\gamma-f_0\Big)=T_\alpha\int dE\,(f-f_0)=T_\alpha V. \tag{6}$$

The last integral is $V$ because $f$ is $f_0$ shifted by $V$, with limits one and zero at the two ends.

For the covariance, Wick's theorem leaves the contraction

$$\langle a_\gamma^\dagger(E_1)a_\delta(E_2)a_\delta^\dagger(E_3)a_\gamma(E_4)\rangle_c=\delta(E_1-E_4)\delta(E_2-E_3)f_\gamma(1-f_\delta).$$

The time integral gives $2\pi\delta(E_1-E_2)$. The prefactor is $2\cdot(2\pi)^{-2}\cdot2\pi=1/\pi$, which the scaling $\mathcal S=\pi S$ removes. Electrons emitted by the detectors do not appear in $b_\alpha,b_\beta$ and are mutually independent, so they do not contribute when $\alpha\ne\beta$. What remains factorizes:

$$\mathcal S_{\alpha\beta}=\int dE\Big[\sum_\gamma s_{\alpha\gamma}^*s_{\beta\gamma}f_\gamma\Big]\Big[\sum_\delta s_{\alpha\delta}s_{\beta\delta}^*(1-f_\delta)\Big].$$

Row orthogonality, $\sum_\delta s_{\alpha\delta}s_{\beta\delta}^*=0$, removes the 1 in the second bracket. That bracket is then minus the complex conjugate of the first. The integrand is real, so symmetrization changes nothing. Orthogonality also allows $f_\gamma$ to be replaced by $f_\gamma-f_0$, which vanishes except for $\gamma=2,3$. This gives (5). $\square$

## 5. Lemma 3: the energy integral

*With $y=\pi kTt$,*

$$F(t)=e^{iVt/2}\frac{y}{\sinh y}\left[\coth\frac V{2kT}\,\frac{2\sin(Vt/2)}t-2kT\cos\frac{Vt}2\right]. \tag{7}$$

**Proof.** Expansion verifies

$$(f-f_0)^2=f(1-f_0)+f_0(1-f)-f(1-f)-f_0(1-f_0).$$

The first two terms have ratio $r=e^{V/kT}$ and difference $f-f_0$. Their sum is therefore $(f-f_0)(r+1)/(r-1)=(f-f_0)\coth(V/2kT)$. Also $f(1-f)=-kTf'$, and likewise for $f_0$.

We need $K=\int(-f_0')e^{iEt}dE$, where $-f_0'=[4kT\cosh^2(E/2kT)]^{-1}$. Shifting $E$ by $2\pi ikT$ multiplies the integrand by $e^{-2y}$. Between the two lines lies a double pole at $E=i\pi kT$. With $\epsilon$ the distance from it, the integrand there is $-kT\,e^{-y}e^{i\epsilon t}/\epsilon^2$ plus regular terms, so its residue is $-ikTt\,e^{-y}$. Consequently

$$K(1-e^{-2y})=2\pi i(-ikTt\,e^{-y})=2y\,e^{-y},\qquad K=\frac y{\sinh y}.$$

The transform of $-f'$ is $e^{iVt}K$. Integration by parts gives

$$\int(f-f_0)e^{iEt}dE=\frac{e^{iVt}-1}{it}K=e^{iVt/2}\frac{2\sin(Vt/2)}tK.$$

The two thermal terms contribute $-kT(e^{iVt}+1)K=-2kT\cos(Vt/2)\,e^{iVt/2}K$. Adding the parts proves (7). $\square$

For equal path sums, $t\to0$, this becomes $F(0)=V\coth(V/2kT)-2kT$. At zero temperature $F(t)=e^{iVt/2}\,2\sin(Vt/2)/t$: the bias window averages the loop phase over energy. Near equilibrium, with $x=V/2kT\ll1$, the expansion $x\coth x=1+x^2/3+\dots$ gives $F(0)\simeq V^2/(6kT)$. The cross-correlation then vanishes quadratically in $V$, whereas the mean currents are linear.

## 6. Proof of statements 1 and 2

**Currents.** Equation (6) contains only squared moduli of the single-path amplitudes (1), so all arm phases cancel. Contacts 1 to 4 receive grounded electrons from the detectors and emit their own; their mean currents contain no scattering phase either.

**Opposite sides.** For $\alpha=j$, $\beta=k$, the square in (5) is

$$|s_{j2}^*s_{k2}+s_{j3}^*s_{k3}|^2=P_2+P_3+2\,\mathrm{Re}(s_{j2}s_{k2}^*s_{j3}^*s_{k3}).$$

By Lemma 1 the last term is $2\,\mathrm{Re}(Z_{jk}e^{i\chi})$. The weight $(f-f_0)^2$ is real, so integration over energy gives (3).

**Same side.** For detectors 5 and 6, source 2 enters both through the same arm $CA$, and source 3 through $DA$. Hence

$$s_{52}^*s_{62}+s_{53}^*s_{63}=a_{5C}^*a_{6C}|c_A|^2+a_{5D}^*a_{6D}|d_A|^2=a_{5C}^*a_{6C}\left(|c_A|^2-|d_A|^2\right),$$

by orthogonality of the rows at $A$. With $\tau_A=|a_{5C}|^2$,

$$\mathcal S_{56}=-\tau_A(1-\tau_A)\left(|c_A|^2-|d_A|^2\right)^2F(0). \tag{8}$$

The same argument at $B$ gives $\mathcal S_{78}$. Both vanish when the two arms entering the point contact are equally filled.

**Autocorrelations.** The electrons entering detector $\alpha$ have occupation $g=(1-T_\alpha)f_0+T_\alpha f$. Wick's theorem gives $g(1-g)$ for their noise, and the detector's own emission adds $f_0(1-f_0)$. Because $(1-T_\alpha)f_0^2+T_\alpha f^2-g^2=T_\alpha(1-T_\alpha)(f-f_0)^2$,

$$g(1-g)=(1-T_\alpha)f_0(1-f_0)+T_\alpha f(1-f)+T_\alpha(1-T_\alpha)(f-f_0)^2.$$

Each integral of $f(1-f)$ or $f_0(1-f_0)$ is $kT$. Therefore

$$\mathcal S_{\alpha\alpha}=2kT+T_\alpha(1-T_\alpha)F(0). \tag{9}$$

**Elements involving contacts 1 to 4.** Emission from contact $\gamma\le4$ is correlated with arrival at detector $\alpha$ through $-|s_{\alpha\gamma}|^2f_\gamma(1-f_\gamma)$, which is phase-free. Emission from detectors into these contacts involves no point contact, and noise elements among contacts 1 to 4 contain only independent thermal streams. No flux enters. $\square$

**Remark.** By (4), the flux terms cancel in $\mathcal S_{j7}+\mathcal S_{j8}$. The flux redistributes coincidences between partner detectors; it does not change the correlation of $j$ with the total current into 7 and 8.

## 7. Proof of statement 3: two-particle exchange

Take one particle from each source at a common energy. Write $u_\alpha=s_{\alpha2}$ and $w_\alpha=s_{\alpha3}$; these vectors are normalized and orthogonal. For $\eta=-1$ (fermions) or $\eta=+1$ (bosons), the two-particle wavefunction is

$$\Psi_{\alpha\beta}=\frac{u_\alpha w_\beta+\eta\,w_\alpha u_\beta}{\sqrt2}.$$

For distinguishable particles it is $u_\alpha w_\beta$, labelled $\eta=0$. In all three cases $\langle n_\alpha\rangle=|u_\alpha|^2+|w_\alpha|^2$, because orthogonality removes the exchange term on summing over the other particle. Detection at both $j$ and $k$ can occur in two ways:

$$\langle n_jn_k\rangle=|u_jw_k|^2+|w_ju_k|^2+2\eta\,\mathrm{Re}(u_jw_kw_j^*u_k^*).$$

For fermions this is $|u_jw_k-w_ju_k|^2$. Subtracting $(|u_j|^2+|w_j|^2)(|u_k|^2+|w_k|^2)$ cancels the first two terms, so

$$\mathrm{cov}(n_j,n_k)=-P_2-P_3+2\eta\,\mathrm{Re}(Z_{jk}e^{i\chi}). \tag{10}$$

With $\eta=-1$ this is the factor multiplying $(f-f_0)^2$ in the noise. The weight of the flux term follows by counting occupied inputs at one energy. Flux enters only when exactly one input of $C$ and one of $D$ are filled. By unitarity at $C$ and $D$, replacing contact 2 by 1, or 3 by 4, reverses the sign of the flux term. The pairs $(2,3)$ and $(1,4)$ thus enter with weights $f^2(1-f_0)^2$ and $f_0^2(1-f)^2$, and the pairs $(2,4)$ and $(1,3)$ each with $-ff_0(1-f)(1-f_0)$. The sum is $[f(1-f_0)-f_0(1-f)]^2=(f-f_0)^2$. The pair $(2,3)$ alone gives $[r/(r-1)]^2$ times the total, with $r=e^{V/kT}$: this is 1.0001 at $V=10kT$ but 2.50 at $V=kT$, where the other pairs cancel the excess. The flux term reverses sign for bosons and vanishes for distinguishable particles, while the means stay the same. This identifies its origin as exchange. $\square$

Both sources are needed. If source 3 is grounded, $f_3-f_0=0$ removes its amplitude from the sum in Lemma 2, leaving only $P_2$. Direct quadrature of the eight-terminal noise confirms that flux dependence then disappears.

## 8. Proposition: higher counting statistics

*All correlations of the currents into detectors on one side are flux independent. Joint cumulants spanning both sides can depend on flux.*

**Proof.** By Wick's theorem, the statistics at 5 and 6 follow from

$$\langle b_\alpha^\dagger(E)b_\beta(E')\rangle=\delta(E-E')\sum_{\gamma=1}^4s_{\alpha\gamma}^*s_{\beta\gamma}f_\gamma,\qquad \alpha,\beta\in\{5,6\},$$

together with independent emission from the detectors. Contacts 1 and 2 reach both detectors through $CA$; contacts 3 and 4 do so through $DA$. The arm phase cancels in every term. The same holds for 7 and 8.

For the joint statistics, consider two electrons at one energy and $G=\langle e^{i\sum_\alpha\lambda_\alpha n_\alpha}\rangle$. Same-side pair probabilities contain no flux: both terms of $u_5w_6-w_5u_6$ have the common phase $\varphi_{CA}+\varphi_{DA}$. The opposite-side probabilities have flux parts $-2\,\mathrm{Re}(Z_{jk}e^{i\chi})$. Using (4), their contribution to $G$ is

$$-2\,\mathrm{Re}(Z_{57}e^{i\chi})(e^{i\lambda_5}-e^{i\lambda_6})(e^{i\lambda_7}-e^{i\lambda_8}). \tag{11}$$

It vanishes if $\lambda_5=\lambda_6=0$ or $\lambda_7=\lambda_8=0$. A third cumulant shows that joint dependence continues beyond noise. Since $n_5^2=n_5$,

$$\langle(\Delta n_5)^2\Delta n_7\rangle=(1-2\langle n_5\rangle)\,\mathrm{cov}(n_5,n_7),$$

which inherits the flux term unless $\langle n_5\rangle=1/2$. $\square$

## 9. Worked example

The parameters are round model values. The loop is a rectangle of 60000 by 35000 Å, with $CA$ and $DB$ the long arms. Thus $\Lambda=2(60000-35000)=50000$ Å. I take $\hbar v=0.65$ eV Å, $V=2\times10^{-5}$ eV and $kT=2\times10^{-6}$ eV. At each point contact the transmitted amplitude is real and the reflected one has a factor $i$. The transmitted paths are $1\to A$ and $2\to B$ at $C$, $3\to A$ and $4\to B$ at $D$, and from the $C$ arm into 5 or 7 and from the $D$ arm into 6 or 8 at $A$ and $B$. Exchanging the roles of transmission and reflection at one point contact reverses the sign of $Z_{jk}$, which shifts the oscillation by half a period. The constant phase $k_0\Lambda$ is set to zero.

The probabilities from the $C$ arm are 0.5 into detector 5 and 0.6 into detector 7; unitarity gives 0.5 and 0.4 from the $D$ arm. Source 2 goes to $A$ and $B$ with probabilities 0.4 and 0.6, source 3 with 0.7 and 0.3. Hence

$$T_5=0.5(0.4)+0.5(0.7)=0.55,\qquad \mathcal I_5=0.55V=1.10\times10^{-5}\ \text{eV},$$

or 0.426 nA, at every flux. For detectors 5 and 7,

$$P_2=(0.20)(0.36)=0.072,\quad P_3=(0.35)(0.12)=0.042,$$
$$|Z_{57}|=\sqrt{P_2P_3}=0.0550.$$

With these scattering phases $Z_{57}$ is negative. Equation (7) gives $F(0)=1.600\times10^{-5}$ eV and $|F(t)|=1.464\times10^{-5}$ eV, with phase 0.769 rad. At this temperature the path imbalance reduces the oscillation by the factor $|F(t)|/F(0)=0.915$. Equation (3) becomes

$$\mathcal S_{57}=\left[-1.824+1.610\cos(2\pi\Phi/\Phi_0-0.769)\right]\times10^{-6}\ \text{eV}.$$

The mean and amplitude correspond to $-2.26\times10^{-29}$ and $2.00\times10^{-29}$ A²/Hz. The visibility, amplitude divided by the modulus of the mean, is

$$\frac{2\sqrt{P_2P_3}}{P_2+P_3}\frac{|F(t)|}{F(0)}=0.965\times0.915=0.88.$$

Unequal source products reduce the first factor; it is one when $P_2=P_3$. The value 0.88 belongs to the fully coherent, noninteracting model; dephasing on the arms, which is left out here, lowers the visibility in real edge-channel devices.

At zero flux, $\mathcal S_{57}=-0.668\times10^{-6}$ eV and $\mathcal S_{58}=-2.933\times10^{-6}$ eV. At half a flux quantum they are $-2.981\times10^{-6}$ and $-0.620\times10^{-6}$ eV. Their sum is $-3.600\times10^{-6}$ eV in both cases, as the remark in Section 6 requires. By contrast, (8) gives $\mathcal S_{56}=-0.25(0.4-0.7)^2F(0)=-3.60\times10^{-7}$ eV at every flux. At fixed loop area, one period corresponds to a field change of 0.197 mT.

If all four point contacts are half transparent, with the same transmitted paths, and only the energy $E=0$ contributes, $P_2=P_3=1/16$ and $Z_{57}=-1/16$. Equation (10) gives

$$\mathrm{cov}(n_5,n_7)=-\tfrac18\left[1-\cos(2\pi\Phi/\Phi_0)\right],$$

from 0 at zero flux to $-1/4$ at half a flux quantum. Since $\langle n_5\rangle\langle n_7\rangle=1/4$, coincidences at 5 and 7 then vanish at half a flux quantum, although neither mean has changed.

## 10. Why independent sources are essential

Suppose instead that one source is split coherently at a point $W$, with equal amplitudes feeding $C$ and $D$ in place of sources 2 and 3. A single electron can now reach detector 5 by $W\to C\to A$ or $W\to D\to A$. With $\vartheta$ the relative phase of these paths,

$$p_5=\tfrac12\left[|s_{52}|^2+|s_{53}|^2+2|s_{52}s_{53}|\cos\vartheta\right].$$

For the example, $|s_{52}|^2=0.20$ and $|s_{53}|^2=0.35$, so at a single energy $p_5$ ranges from 0.010 to 0.540 as $\vartheta$ varies. Its phase contains the flux through $W$-$C$-$A$-$D$, a closed one-particle loop. Mean currents then depend on flux. Coherence within each electron's path is therefore compatible with the theorem; coherence between the two source inputs is not.

## Table of computed values

```
Loop sides: 60000 and 35000 angstrom
Loop area: 2.100e+09 angstrom^2
Field step for one h/e: 0.1969 mT
Path imbalance: 50000 angstrom
hbar v: 0.65 eV angstrom
Bias energy: 2.000e-05 eV; kT: 2.000e-06 eV
Splitter A: C-arm to 5, probability 0.50
Splitter B: C-arm to 7, probability 0.60
Source 2 to A: 0.40; to B: 0.60
Source 3 to A: 0.70; to B: 0.30
P2 for 5,7: 0.07200; P3 for 5,7: 0.04200
Z for 5,7: -0.05499 (real part), modulus 0.05499
F(0): 1.60018e-05 eV
|F(t)|: 1.46365e-05 eV; phase of F(t): 0.7692 rad
Reduction |F(t)|/F(0): 0.9147
flux 0.00 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.25 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.50 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.75 h/e: hI/e for 5,6,7,8 = 1.1000e-05 1.1000e-05 9.6000e-06 8.4000e-06 eV
flux 0.00 h/e: hS/2e^2 for 57,58,56 = -6.6769e-07 -2.9327e-06 -3.6004e-07 eV
flux 0.25 h/e: hS/2e^2 for 57,58,56 = -7.0450e-07 -2.8959e-06 -3.6004e-07 eV
flux 0.50 h/e: hS/2e^2 for 57,58,56 = -2.9807e-06 -6.1969e-07 -3.6004e-07 eV
flux 0.75 h/e: hS/2e^2 for 57,58,56 = -2.9439e-06 -6.5649e-07 -3.6004e-07 eV
hS/2e^2 for 78: -3.4564e-07 eV; for 55: 7.9604e-06 eV
S57 flux average: -1.8242e-06 eV; amplitude: 1.6097e-06 eV
S57 extremes: -3.4340e-06 and -2.1446e-07 eV
S57 visibility: 0.8824
Visibility without F reduction: 0.9648
Current into 5, converted: 0.4261 nA
S57 average, converted: -2.2645e-29 A^2/Hz
S57 amplitude, converted: 1.9983e-29 A^2/Hz
flux 0.0: cov(n5,n7) fermion, distinct, boson = -0.00402 -0.11400 -0.22398
flux 0.5: cov(n5,n7) fermion, distinct, boson = -0.22398 -0.11400 -0.00402
Half-transparent cov(n5,n7), flux 0 and 0.5: 0.0000 -0.2500
Split-source control, probability into 5: 0.0104 to 0.5396
```
